Cyclotron mass of an ellipsoidal valley in a tilted magnetic field

## First half: from the force law to the mass at any angle

Q: The carriers in this valley respond with one mass along its axis and with another across it. Yet a resonance experiment in a tilted field is said to return a single number, the cyclotron mass. What is that number, before any formula for it?

A: It is a frequency expressed as a mass. A free electron in a uniform magnetic field circles at the angular frequency B/m. If a carrier in the valley also goes round periodically, with angular frequency ω_c, we define its cyclotron mass m_c by

ω_c = B/m_c.

I use Hartree atomic units: ħ, the electron mass m_e and the elementary charge equal one, and the electron has charge −1. The magnetic force is −v×B, with no factor of the speed of light. The definition does not promise that all carriers in the valley share one frequency. That has to be shown.

Q: Then state the model, so that I know what I am being asked to accept.

A: The valley is parabolic. With k measured from its bottom, the energy is

E = k_t²/(2m_t) + k_l²/(2m_l).

Here k_l is the component of k along the longitudinal axis, a unit vector a, and k_t is the length of the part perpendicular to a. The masses m_l and m_t are positive. Surfaces of constant energy are ellipsoids of revolution about a. It is convenient to write the same energy as

E = ½ k·W·k,

where W is the symmetric inverse-mass tensor, with eigenvalue 1/m_l along a and 1/m_t in the two directions across it.

The field is uniform, B = B b with b a unit vector and B > 0, and θ is the angle between b and a. There is no electric field, no scattering, no confinement and no coupling to other valleys or bands. Spin splitting is left out.

Q: How does a carrier move in this model?

A: I take the semiclassical equations. The velocity is the gradient of the energy, and the external force changes k:

v = ∇E = Wk,

dk/dt = −v×B = B b×v.

The last form follows from reversing the order of the cross product. The force of the lattice does not appear separately, because its effect is contained in E(k). That v is the plain gradient of E, with no further terms from the band structure, is part of the model.

For equal masses, v = k/m and dk/dt = (B/m) b×k. This is a rotation of k about b at the rate B/m, counterclockwise when b points towards the observer. A positive charge would turn the other way at the same rate.

Q: With unequal masses v is not parallel to k. Why should k go round at all, instead of wandering over the ellipsoid?

A: Two quantities are conserved, and together they leave a single closed curve. The first is the energy:

dE/dt = v·dk/dt = −v·(v×B) = 0,

because v×B is perpendicular to v. The second is the momentum along the field, k_b = k·b:

dk_b/dt = B b·(b×v) = 0,

because b×v is perpendicular to b. So k stays on one energy ellipsoid and also in one plane normal to b. A plane that cuts an ellipsoid does so in an ellipse, which is closed.

Q: A closed curve is not yet a periodic motion. Could the carrier slow down and stop somewhere on it?

A: Its speed along the curve is

|dk/dt| = B |b×v| = B v_⊥,

where v_⊥ is the length of the part of v perpendicular to b. That part is the gradient of E within the plane, so I write v_⊥ = |∇_⊥E|. Within the plane E is a quadratic function with a single minimum, and its gradient vanishes at that minimum alone. The minimum is the centre of the ellipse and does not lie on it, provided the ellipse has a nonzero size. The speed therefore has a positive lower bound on the curve, and the carrier completes the circuit in a finite time. The equations do not depend on time, so the next circuit repeats the first.

Q: How long does one circuit take? The speed varies along the curve.

A: Let ds be an element of length of the curve in k space. The carrier needs the time ds/(B|∇_⊥E|) to cover it, so the period is

T = (1/B) ∮ ds/|∇_⊥E|.

The integral has a geometrical meaning. Keep k_b fixed and draw the neighbouring curve, of energy E + dE. At each point the distance between the two curves, measured perpendicular to them in the plane, is dE/|∇_⊥E|, because the energy rises at the rate |∇_⊥E| in that direction. Let A be the area enclosed by the curve of energy E. The strip between the curves has the area

dA = ∮ (dE/|∇_⊥E|) ds = dE ∮ ds/|∇_⊥E|.

The same integral occurs in both expressions, so

T = (1/B) ∂A/∂E, at fixed k_b.

By definition T = 2π/ω_c = 2πm_c/B. Equating the two gives

m_c = (1/2π) ∂A/∂E.

Nothing in this step used the parabolic form. It holds for any closed orbit that obeys the two equations of motion and encloses the lower energies, as here. Around a maximum of the band the area shrinks as E rises, and the period is −(1/B) ∂A/∂E instead.

Q: I would like to see the factor 2π confirmed on a case I know.

A: Take equal masses m. The section at fixed k_b is a circle whose squared radius is 2mE − k_b². Its area is

A = π(2mE − k_b²),

so ∂A/∂E = 2πm and m_c = m, as it must be.

Q: For the tilted ellipsoid you need the area of an oblique section. In which coordinates do you compute it?

A: In coordinates fixed to the field, because the plane of the orbit is normal to b. For sinθ ≠ 0 define

e₁ = a×b/sinθ,

e₂ = (a − b cosθ)/sinθ.

The vector a×b has length sinθ, so e₁ is a unit vector, perpendicular to both a and b. For e₂, the squared length of a − b cosθ is

1 − 2cos²θ + cos²θ = sin²θ,

so e₂ is also a unit vector. It is perpendicular to b because b·a − cosθ = 0. It lies in the plane of a and b, so it is perpendicular to e₁. Moreover

b×e₁ = b×(a×b)/sinθ = (a − b cosθ)/sinθ = e₂,

so e₁, e₂, b form a right-handed set. Solving the definition of e₂ for a gives

a = b cosθ + e₂ sinθ.

At θ = 0 this construction fails, but the energy is then symmetric about b and any perpendicular pair will serve.

Q: Now put the energy into these coordinates, without skipping the cross terms.

A: Write k = k₁e₁ + k₂e₂ + k_b b, and abbreviate c = cosθ, s = sinθ. The longitudinal component is

k_l = k·a = k₂s + k_b c.

The transverse part follows from k_t² = k² − k_l²:

k_t² = k₁² + k₂² + k_b² − k₂²s² − 2k₂k_b sc − k_b²c².

With 1 − s² = c² and 1 − c² = s² this becomes

k_t² = k₁² + k₂²c² − 2k₂k_b sc + k_b²s² = k₁² + (k₂c − k_b s)².

Inserting both into the energy and collecting powers of k₂ gives

E = k₁²/(2m_t) + ½[k₂²/m₂ − 2g k₂k_b + h k_b²],

with the three coefficients

1/m₂ = c²/m_t + s²/m_l,

g = sc(1/m_t − 1/m_l),

h = s²/m_t + c²/m_l.

The sign of the middle term comes from adding −2sc/m_t, from the transverse part, to +2sc/m_l, from the longitudinal part.

Q: That term mixes k₂ with k_b. Doesn't it make the mass depend on k_b?

A: Within one orbit k_b is a constant, so the term is linear in k₂. A linear term shifts the centre of a parabola without changing its curvature. Completing the square shows this:

k₂²/m₂ − 2g k₂k_b = (k₂ − m₂g k_b)²/m₂ − m₂g²k_b².

The centre of the section is therefore at k₁ = 0 and k₂ = k₂₀, with

k₂₀ = m₂g k_b = m₂ sc(1/m_t − 1/m_l) k_b.

What remains is ½k_b²(h − m₂g²). To simplify it, take out a factor m₂ and evaluate h/m₂ − g². The first product is

h/m₂ = (s²/m_t + c²/m_l)(c²/m_t + s²/m_l)
= s²c²/m_t² + (s⁴ + c⁴)/(m_t m_l) + s²c²/m_l².

The square of g is

g² = s²c²/m_t² − 2s²c²/(m_t m_l) + s²c²/m_l².

In the difference the first and last terms cancel:

h/m₂ − g² = (s⁴ + 2s²c² + c⁴)/(m_t m_l) = (s² + c²)²/(m_t m_l) = 1/(m_t m_l).

Hence h − m₂g² = m₂/(m_t m_l). Putting 1/m₂ over a common denominator gives

m₂ = m_t m_l/(m_l c² + m_t s²),

so that

h − m₂g² = 1/(m_l c² + m_t s²) = 1/m_b, with m_b = m_t s² + m_l c².

The energy is now a sum of three squares:

E = k₁²/(2m_t) + (k₂ − k₂₀)²/(2m₂) + k_b²/(2m_b).

Q: And the area?

A: At fixed k_b the lowest energy available in the plane is k_b²/(2m_b). Let ε be the energy above it,

ε = E − k_b²/(2m_b).

The section is the ellipse k₁²/(2m_t) + (k₂ − k₂₀)²/(2m₂) = ε. Its semi-axes are √(2m_t ε) along e₁ and √(2m₂ε) along e₂. The area is π times their product:

A = 2π√(m_t m₂) ε.

At fixed k_b a change of E changes ε by the same amount, so ∂A/∂E = 2π√(m_t m₂), and

m_c = √(m_t m₂).

Inverting, squaring and inserting 1/m₂ gives the dependence on angle:

1/m_c² = cos²θ/m_t² + sin²θ/(m_t m_l).

Neither E nor k_b appears. All carriers of this parabolic valley therefore circle at the same frequency, whatever their energy and whatever their momentum along the field.

Q: I would have guessed that the answer is m₂ itself, the mass met in the plane of the tilt. Why is there a square root?

A: Because the carrier has to move in two directions to go round, and the two motions drive each other. Since b×e₁ = e₂ and b×e₂ = −e₁, the equation dk/dt = B b×v has the components

dk₁/dt = −B v₂ = −(B/m₂)(k₂ − k₂₀),

dk₂/dt = B v₁ = (B/m_t) k₁.

Differentiate the first and insert the second:

d²k₁/dt² = −(B/m₂)(B/m_t) k₁ = −[B²/(m_t m₂)] k₁.

This is a harmonic oscillation with ω_c = B/√(m_t m₂). One factor of inverse mass comes from each direction, so the geometric mean appears. The argument does not use the area at all, and it confirms the result obtained from it.

Q: Does the formula behave properly in limits I can judge for myself?

A: There are four to look at. For m_l = m_t = m the right side is (cos²θ + sin²θ)/m², so m_c = m at every angle.

For θ = 0 the orbit lies in the plane across the axis, where both masses are m_t, and m_c = m_t.

For θ = 90° the plane of the orbit contains the axis. One direction has mass m_t, the other m_l, and m_c = √(m_t m_l).

Finally, let m_l grow without limit at a fixed angle below 90°. Then m_c tends to m_t/cosθ, and ω_c to B cosθ/m_t. This has a direct meaning. Such a carrier has no velocity along a, so it moves in the plane across a, and motion within that plane is bent by the component B cosθ of the field along a. At 90° this component vanishes, and m_c = √(m_t m_l) grows without limit: the carrier no longer circles.

## Second half: one orbit in numbers, Landau levels and several valleys

The symbols carried over are these. The valley has transverse mass m_t and longitudinal mass m_l, and its longitudinal axis a makes the angle θ with the field direction b. The axes e₁, e₂, b are right-handed, with e₁ perpendicular to a, and k₁, k₂, k_b are the components of k. W is the inverse-mass tensor, and the velocity is v = Wk. With c = cosθ, s = sinθ and g = sc(1/m_t − 1/m_l), the energy is

E = k₁²/(2m_t) + (k₂ − k₂₀)²/(2m₂) + k_b²/(2m_b),

1/m₂ = c²/m_t + s²/m_l, m_b = m_t s² + m_l c², k₂₀ = m₂g k_b.

The cyclotron mass is m_c = √(m_t m₂), or 1/m_c² = c²/m_t² + s²/(m_t m_l).

Q: I want to follow one orbit in numbers.

A: Take the round model values m_t = 0.2 and m_l = 0.9, and a field of 2×10⁻⁵ atomic units at θ = 60°, so that c² = 0.25 and s² = 0.75. Then

1/m₂ = 0.25/0.2 + 0.75/0.9 = 1.2500 + 0.8333 = 2.0833, so m₂ = 0.480,

m_b = 0.2 × 0.75 + 0.9 × 0.25 = 0.375,

m_c = √(0.2 × 0.480) = 0.310.

Choose k_b = 0.01 and E = 10⁻³ hartree. With sc = 0.4330 and 1/m_t − 1/m_l = 3.889, the centre of the section is at

k₂₀ = 0.480 × 0.4330 × 3.889 × 0.01 = 0.00808.

The lowest energy in the plane is 0.01²/(2 × 0.375) = 1.333×10⁻⁴ hartree, which leaves ε = 8.667×10⁻⁴ hartree. The semi-axes are

√(2 × 0.2 × 8.667×10⁻⁴) = 0.01862 along e₁,

√(2 × 0.480 × 8.667×10⁻⁴) = 0.02884 along e₂,

and the area is π × 0.01862 × 0.02884 = 1.687×10⁻³. The centre shift is 0.28 of the second semi-axis, so the orbit encloses the field axis but is clearly not centred on it.

Q: Those numbers come from the formulas I am questioning. What was found without them?

A: The area was also measured directly. From a point inside the section, the distance to the energy surface was found along many rays in the plane, and the area was summed from these distances. It agrees with the ellipse formula, and the mass obtained from its change with energy agrees with m_c. At 60° this mass was tested at three further pairs of k_b and E, one of them with k_b = 0 and one with k_b negative, and it did not change.

The equation of motion was also integrated in time, and the period read off from successive crossings of a fixed line. At all six angles considered, from 0 to 90°, the masses from area and from period agree with the formula. They are listed in the numerical output.

Q: How strongly does the mass depend on the angle?

A: In the example it rises from 0.200 at θ = 0 to 0.256 at 45° and 0.424 at 90°. The resonance frequency ω_c/2π falls from 0.658 THz to 0.310 THz. To see the trend in general, replace sin²θ by 1 − cos²θ:

1/m_c² = 1/(m_t m_l) + cos²θ (m_l − m_t)/(m_t² m_l).

For m_l > m_t the right side falls steadily as θ goes from 0 to 90°, so m_c rises steadily. For a flattened ellipsoid, with m_l < m_t, it falls instead.

The same line shows how to extract the masses from measured resonances. Plotted against cos²θ, the quantity 1/m_c² is a straight line, with the value 1/(m_t m_l) at cos²θ = 0 and 1/m_t² at cos²θ = 1. The two end points are enough:

m_t = m_c(0°), m_l = m_c(90°)²/m_c(0°).

In the example, 0.42426²/0.2 = 0.900, which returns the longitudinal mass.

Q: If my sample is slightly misaligned, which end point suffers more?

A: The one at 90°, if m_l > m_t. Near θ = 0 write

1/m_c² = (1/m_t²)[1 − sin²θ (1 − m_t/m_l)].

For a small angle θ in radians, (1 − x)^(−1/2) ≈ 1 + x/2 gives

m_c ≈ m_t[1 + ½θ²(1 − m_t/m_l)].

Near the other end put θ = 90° − δ. Then cos²θ = sin²δ, and

1/m_c² = [1/(m_t m_l)][1 + sin²δ (m_l/m_t − 1)],

m_c ≈ √(m_t m_l)[1 − ½δ²(m_l/m_t − 1)].

Both errors are of second order in the misalignment. Relative to the respective mass, the coefficient at 90° is larger by the factor

(m_l/m_t − 1)/(1 − m_t/m_l) = m_l/m_t,

which is 4.5 here.

Q: You also introduced m_b. It looks like a mass along the field, but it does not enter the frequency. Does it do anything physical?

A: It governs the drift along the field. The velocity along b is the derivative of E with respect to k_b at fixed k₁ and k₂. Since k₂₀ = m₂g k_b also depends on k_b, the second square contributes:

v_b = −g(k₂ − k₂₀) + k_b/m_b.

During the orbit k₂ − k₂₀ oscillates harmonically, and its average over a period is zero. The mean velocity along the field is therefore k_b/m_b. In the example this is 0.01/0.375 = 0.0267 atomic units, and the integrated trajectory gives the same value.

Q: But then v_b oscillates. Is the orbit in real space not perpendicular to the field?

A: In general it is not. The velocity along e₂ is v₂ = (k₂ − k₂₀)/m₂, so the oscillating part of v_b equals −m₂g v₂. Integrate this in time, in a frame that moves with the drift. A displacement y along e₂ is then accompanied by a displacement −m₂g y along b. The orbit lies in a plane tilted away from the normal plane of b with slope m₂g = k₂₀/k_b, which is 0.808 in the example.

The orbit in k space does lie in a plane normal to b. The two planes differ because velocity and momentum are not parallel in an anisotropic valley. They coincide when g = 0, which means at θ = 0, at θ = 90°, or for equal masses.

Q: All this is classical motion on a quantum band. Landau levels are what a strong field really produces. Do they have the same mass in them?

A: Within the effective-mass Hamiltonian of the same parabolic valley they do. There k is replaced by the kinetic momentum π = p + A, where A now denotes the vector potential and the plus sign belongs to the charge −1. Its components across the field do not commute. With p = −i∇,

[π₁, π₂] = [p₁, A₂] + [A₁, p₂] = −i(∂₁A₂ − ∂₂A₁) = −iB.

Choose A without a component along b and independent of the coordinate along b. Then π_b = p_b commutes with π₁ and π₂ and can be replaced by a number k_b. The earlier completion of the square used only products of k₂ with itself and with k_b, so it remains valid for the operators:

H = π₁²/(2m_t) + (π₂ − k₂₀)²/(2m₂) + k_b²/(2m_b).

Now set P = π₁ and X = (π₂ − k₂₀)/B. Their commutator is

[X, P] = [π₂, π₁]/B = iB/B = i,

which is that of a position and its momentum. In these variables

H = P²/(2m_t) + (B²/m₂)X²/2 + k_b²/(2m_b).

This is an oscillator of mass m_t and spring constant B²/m₂. Its squared frequency is B²/(m_t m₂) = ω_c², and the levels are

E_n = (n + ½)B/m_c + k_b²/(2m_b), n = 0, 1, 2, …

The spacing is B/m_c with the same m_c, and m_b again governs the motion along the field. For the orbit above, B/m_c = 6.455×10⁻⁵ hartree, and the lowest level is

½ × 6.455×10⁻⁵ + 1.3333×10⁻⁴ = 1.6561×10⁻⁴ hartree.

Diagonalizing the Hamiltonian in axes not aligned with the valley gives this value. The five lowest levels were tested against the formula at each of the six angles.

Q: What if the valley has three different masses? Your axes relied on the symmetry about a.

A: Then it is easier to treat the equation of motion as a matrix problem. Write dk/dt = B K W k, where K is the matrix that forms the cross product with b. Use axes whose third direction is b. Since b×(u₁, u₂, u₃) = (−u₂, u₁, 0), the rows of KW are

(−W₂₁, −W₂₂, −W₂₃), (W₁₁, W₁₂, W₁₃), (0, 0, 0).

The trace is −W₂₁ + W₁₂ = 0, because W is symmetric. The determinant is zero because of the last row. Of the three principal 2×2 minors, the two that involve the last row vanish, and the remaining one is

(−W₂₁)W₁₂ + W₂₂W₁₁ = W₁₁W₂₂ − W₁₂².

The characteristic equation of BKW is therefore

λ³ + B²(W₁₁W₂₂ − W₁₂²)λ = 0,

with the roots λ = 0 and λ = ±iω_c, where ω_c² = B²(W₁₁W₂₂ − W₁₂²). The zero root belongs to a k whose velocity is along b and which therefore stands still.

Let M = W⁻¹ be the mass tensor. By the cofactor rule for the inverse, its element along b is

b·M·b = (W₁₁W₂₂ − W₁₂²)/det W.

Since det W = 1/det M, it follows that

m_c² = det M/(b·M·b).

For two equal masses det M = m_t² m_l and b·M·b = m_l c² + m_t s² = m_b. Dividing gives 1/m_c² = c²/m_t² + s²/(m_t m_l), as before. The general formula was tested on twenty random tensors with three unequal masses and random field directions.

Q: Many conduction bands, silicon's among them, have several equivalent valleys. Does each give its own resonance?

A: Each valley has its own angle with the field, so in general there are several. Valleys at opposite ends of one axis have the same cos²θ and the same mass. In silicon the valleys lie on the three cube axes, and I use that arrangement with the model masses above.

For a field along [001], one axis is parallel to the field and two are perpendicular. The masses are 0.200 and 0.424, the second for two axes. Along [110], two axes are at 45° and one at 90°, with masses 0.256 and 0.424. Along [111], all three have cos²θ = 1/3, and a single mass of 0.288 remains.

There is also a sum rule. The three values of cos²θ are the squared components of b along the cube axes, so they add to 1, and the three values of sin²θ add to 2. Hence

Σ 1/m_c² = 1/m_t² + 2/(m_t m_l)

for every field direction. In the example the sum is 25 + 2/0.18 = 36.11. If measured resonances break this rule by more than their uncertainty, at least one assumption fails: the valleys are not three identical parabolic ones on the cube axes, or something left out of the model, such as scattering, shifts the frequencies.

Q: Where does the result stop being true?

A: First, where the band is no longer parabolic. A simple model replaces E by E(1 + αE) on the left of the energy relation, with a constant α and the same quadratic form on the right. The area is then

A = 2π√(m_t m₂)[E(1 + αE) − k_b²/(2m_b)],

and its derivative gives

m_c = √(m_t m₂)(1 + 2αE).

In this model the dependence on angle survives at a given energy, but carriers of different energy have different frequencies, and the resonance spreads.

Second, scattering. If it adds a term −k/τ to dk/dt, with one time τ for all directions, the eigenvalues become −1/τ and −1/τ ± iω_c. The rotation keeps its frequency but decays, and it is well defined when ω_cτ is large compared with 1. If τ depends on direction, the added term is no longer a multiple of the unit matrix, and the frequency may shift too.

Third, confinement, which matters in a transistor channel. A potential that depends on the position along the layer normal destroys the conservation of the momentum in that direction. Suppose the field is along the normal. If the valley axis is parallel or perpendicular to the normal, then g = 0, the energy separates into a part along the normal and a part in the layer, and within the parabolic model m_c keeps its bulk value. In a real channel the confinement lifts the carriers above the bottom of the valley, so the departure from parabolicity described first still raises the mass. For an oblique valley axis the two parts are coupled, and the bulk formula cannot be taken over without a new calculation.

Computed values

```
INPUTS
transverse mass m_t = 0.200 m_e
longitudinal mass m_l = 0.900 m_e
magnetic field B = 2.000e-05 a.u.
momentum along field k_b = 0.0100 a.u.
orbit energy E = 1.0000e-03 hartree
ORBIT AT 60 DEGREES
in-plane mass m_2 = 0.48000 m_e
mass along field m_b = 0.37500 m_e
centre shift k_20 = 0.008083 a.u.
lowest energy in plane = 1.33333e-04 hartree
semi-axis along e_1 = 0.018619 a.u.
semi-axis along e_2 = 0.028844 a.u.
area from formula = 1.687204e-03 a.u.
area measured = 1.687204e-03 a.u.
cyclotron mass m_c = 0.30984 m_e
mean velocity along field, integrated = 0.026667 a.u.
k_b/m_b = 0.026667 a.u.
lowest Landau level at this k_b = 1.656082e-04 hartree
MASSES IN m_e: angle/deg, formula, area, period, Landau
  0.000 0.20000 0.20000 0.20000 0.20000
 30.000 0.22283 0.22283 0.22283 0.22283
 45.000 0.25584 0.25584 0.25584 0.25584
 54.736 0.28823 0.28823 0.28823 0.28823
 60.000 0.30984 0.30984 0.30984 0.30984
 90.000 0.42426 0.42426 0.42426 0.42426
RESONANCE: angle/deg, B/m_c in hartree, frequency in THz
  0.000 1.00000e-04 0.6580
 30.000 8.97527e-05 0.5905
 45.000 7.81736e-05 0.5144
 54.736 6.93889e-05 0.4566
 60.000 6.45497e-05 0.4247
 90.000 4.71405e-05 0.3102
m_l recovered from 0 and 90 degree areas = 0.90000 m_e
CUBE-AXIS VALLEYS: field, masses of [100], [010], [001] in m_e
[001] 0.42426 0.42426 0.20000
[110] 0.25584 0.25584 0.42426
[111] 0.28823 0.28823 0.28823
sum of 1/m_c^2 over the three axes = 36.1111 m_e^-2
```
